# Why ultrapure water has a finite Debye length

A silicon wafer is rinsed in ultrapure water after polishing. Its oxide surface carries charge, and so do the particles that the rinse is meant to remove. How far into the water does the electric potential of such a surface reach?

In an electrolyte the answer is set by the Debye length, which grows as the ions become more dilute. This suggests an argument: ultrapure water has had its ions removed, so nothing is left to screen a charge, and the Debye length is infinite. The dependence on dilution is right, but the premise is false. Purification removes foreign ions. It cannot remove the ions that water makes from itself. Pure water beside a charged wall is therefore a counter-example, and it can be worked out completely.

## The counter-example: pure water beside a wall

### The ions that remain

Water molecules dissociate and recombine,

$$\mathrm{H_2O \rightleftharpoons H^+ + OH^-},$$

where $\mathrm{H^+}$ stands for the hydrated proton. For so dilute a solution, activities may be replaced by concentrations, and equilibrium requires

$$c_{\mathrm H}\,c_{\mathrm{OH}}=K_w .$$

Take the rounded value $K_w=1.0\times10^{-8}\ \mathrm{mol^2/m^6}$ at 25 °C, which corresponds to pH 7 for neutral water. If no other ions are present, neutrality far from any wall demands $c_{\mathrm H}=c_{\mathrm{OH}}=c_w$. Then $c_w^2=K_w$, so

$$c_w=\sqrt{K_w}=1.0\times10^{-4}\ \mathrm{mol/m^3}.$$

Multiplying by the Avogadro constant gives the number density of each kind of ion, $n_0=N_Ac_w=6.022\times10^{19}\ \mathrm{m^{-3}}$. This is small on a chemist's scale, but it is not zero.

### How the ions respond to a potential

Let a flat wall at $x=0$ be held at potential $\phi_0$, with water filling $x>0$ and $\phi=0$ far away. No current passes through the wall, and the potential is held long enough for the ions to come to equilibrium. An ion of charge $\pm e$ then has the same electrochemical potential everywhere:

$$k_BT\ln\frac{n_\pm(x)}{n_0}\pm e\phi(x)=0 .$$

The right side is zero because $n_\pm=n_0$ where $\phi=0$. Solving for the densities,

$$n_\pm=n_0\,e^{\mp y},\qquad y=\frac{e\phi}{k_BT}.$$

One might worry that the reaction upsets this result, since water can create or destroy ions inside the charged layer. It does not. The two exponentials cancel in the product, $n_+n_-=n_0^2$, so the mass-action law holds at every point. The physical reason is that dissociation creates one positive and one negative charge at the same place, and the pair has no net energy in the potential.

### The equation for the potential

The charge density is

$$\rho=e(n_+-n_-)=en_0(e^{-y}-e^{y})=-2en_0\sinh y .$$

The minus sign expresses screening: where the potential is positive, the water carries negative charge. Treat water as a uniform dielectric with permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Poisson's equation, $\varepsilon\phi''=-\rho$, becomes

$$\phi''=\frac{2en_0}{\varepsilon}\sinh\frac{e\phi}{k_BT}.$$

Multiplying both sides by $e/(k_BT)$ gives

$$y''=\frac{\sinh y}{\lambda_w^2},\qquad
\lambda_w=\sqrt{\frac{\varepsilon k_BT}{2e^2n_0}}
=\sqrt{\frac{\varepsilon_r\varepsilon_0k_BT}{2e^2N_A\sqrt{K_w}}}.$$

For a small potential, $|y|\ll1$, we have $\sinh y\approx y$ and the equation is $y''=y/\lambda_w^2$. Its general solution is $Ae^{-x/\lambda_w}+Be^{x/\lambda_w}$. The potential must vanish far away, so $B=0$; the wall value fixes $A$. Hence

$$\phi(x)=\phi_0e^{-x/\lambda_w}.$$

The Debye length is this decay length of a small potential.

### The number

The arithmetic is short if the constants are gathered into the Bjerrum length,

$$l_B=\frac{e^2}{4\pi\varepsilon k_BT},$$

the separation at which two elementary charges in water have an interaction energy of magnitude $k_BT$. With the rounded permittivity $\varepsilon_r=78$ and $T=298.15$ K, it is 0.719 nm. Since $e^2/(\varepsilon k_BT)=4\pi l_B$,

$$\frac1{\lambda_w^2}=2n_0\,(4\pi l_B)=8\pi l_Bn_0 .$$

Inserting the values in metres,

$$\frac1{\lambda_w^2}=8\pi(0.719\times10^{-9})(6.022\times10^{19})\ \mathrm{m^{-2}}
=1.088\times10^{12}\ \mathrm{m^{-2}},$$

and therefore

$$\lambda_w=0.959\ \mathrm{\mu m}=959\ \mathrm{nm}.$$

The rounded inputs justify the statement "about one micrometre"; the third digit is kept for comparison with numerical solutions of the same model.

Such a solution was computed from the full equation, with the hyperbolic sine retained, for a wall at 10 mV. The thermal voltage $k_BT/e$ is 25.69 mV, so the wall has $y_0=0.389$. Between 4 and 8 µm from the wall the computed potential decays with a length of 0.959 µm, in agreement with the formula. Pure water screens the wall, and the claim of an infinite screening length is refuted.

### Where the infinite length belongs

Set $n_0=0$ in Poisson's equation. Then $\phi''=0$, and between flat walls the potential is a straight line. This is an ion-free dielectric. Its permittivity divides the field of a given charge by $\varepsilon_r$, a constant factor, but it does not make the field die away exponentially. The decay comes from mobile charges that can collect where they are attracted.

The formula does give $\lambda\to\infty$ as $n_0\to0$. Water at equilibrium cannot follow that limit, because its own ions set a floor. To reach a Debye length of 1 mm, each ion would have to be present at only $9.2\times10^{-11}\ \mathrm{mol/m^3}$. Because $\lambda\propto c^{-1/2}$, lengthening $\lambda$ by a factor of about 1043 requires a dilution by $1043^2\approx1.09\times10^6$. Pure water holds about a million times too many ions.

## The general statement

The example suggests something stronger. Within mean-field theory for dilute ions, and for given $T$, $\varepsilon$ and $K_w$:

**Water in autoionisation equilibrium has a Debye length no greater than $\lambda_w$. Equality holds when $\mathrm{H^+}$ and $\mathrm{OH^-}$ are the only ions.**

Foreign ions can thus shorten the screening length of pure water, but never lengthen it under these conditions.

### Proof

Let the water far from the wall contain ions of charge $z_ie$ and concentration $c_i$, with $\mathrm{H^+}$ and $\mathrm{OH^-}$ included in the list. Each species follows its own Boltzmann factor, so

$$\rho=eN_A\sum_i z_ic_i\,e^{-z_iy}.$$

For a small potential, $e^{-z_iy}\approx1-z_iy$, and

$$\rho\approx eN_A\sum_i z_ic_i-eN_A\,y\sum_i z_i^2c_i .$$

The first sum vanishes because the distant water is neutral. Call the second sum $S=\sum_i z_i^2c_i$. Poisson's equation, with $y=e\phi/(k_BT)$, now reads

$$\phi''=-\frac{\rho}{\varepsilon}=\frac{e^2N_AS}{\varepsilon k_BT}\,\phi ,$$

so the Debye length of the mixture is

$$\lambda=\sqrt{\frac{\varepsilon k_BT}{e^2N_AS}} .$$

The charge enters squared: positive and negative ions both help to screen, and neither cancels the other's contribution.

It remains to find the smallest possible $S$. Every term is non-negative, so dropping all foreign ions cannot increase the sum:

$$S\ge c_{\mathrm H}+c_{\mathrm{OH}} .$$

The square of a real number is also non-negative, so

$$0\le\left(\sqrt{c_{\mathrm H}}-\sqrt{c_{\mathrm{OH}}}\right)^2
=c_{\mathrm H}+c_{\mathrm{OH}}-2\sqrt{c_{\mathrm H}c_{\mathrm{OH}}} .$$

Mass action replaces the product by $K_w$, giving

$$S\ge c_{\mathrm H}+c_{\mathrm{OH}}\ge2\sqrt{K_w} .$$

Since $\lambda$ falls as $S$ rises, putting $S=2\sqrt{K_w}$ into the formula gives its largest value, which is $\lambda_w$. The first inequality becomes an equality when no foreign ions are present. Neutrality then makes $c_{\mathrm H}=c_{\mathrm{OH}}$, which turns the second into an equality as well. This completes the proof.

The limit was also tested on 500 random mixtures of singly and doubly charged ions, with the hydrogen-ion concentration of each found from neutrality. None exceeded $\lambda_w$; the longest Debye length was 0.9973 of it.

### Salt and acid

Add a fully dissociated salt of singly charged ions at concentration $c_s$. It is neutral by itself, so $c_{\mathrm H}=c_{\mathrm{OH}}=c_w$ still holds. The sum is $S=2c_w+2c_s$, and

$$\lambda=\frac{\lambda_w}{\sqrt{1+c_s/c_w}} .$$

At $c_s=10^{-4}\ \mathrm{mol/m^3}$, equal to $c_w$, the length is $0.959/\sqrt2=0.678$ µm. At $10^{-3}\ \mathrm{mol/m^3}$ it is $0.959/\sqrt{11}=0.289$ µm, and at $1\ \mathrm{mol/m^3}$ it is 0.0096 µm. A trace of salt is enough to take control of the screening from water's own ions.

A strong acid with a singly charged anion, at concentration $c_a$, also changes the autoionisation. Neutrality reads $c_{\mathrm H}=c_a+K_w/c_{\mathrm H}$. Multiplying by $c_{\mathrm H}$ gives $c_{\mathrm H}^2-c_ac_{\mathrm H}-K_w=0$, whose positive root is

$$c_{\mathrm H}=\frac{c_a}{2}+\sqrt{\frac{c_a^2}{4}+K_w} .$$

The negative ions together balance the hydrogen ions, $c_a+c_{\mathrm{OH}}=c_{\mathrm H}$, so $S=2c_{\mathrm H}$. For $c_a=10^{-3}\ \mathrm{mol/m^3}$ the root is $1.010\times10^{-3}\ \mathrm{mol/m^3}$, and

$$\lambda=\lambda_w\sqrt{\frac{c_w}{c_{\mathrm H}}}=\frac{0.959\ \mathrm{\mu m}}{\sqrt{10.10}}=0.302\ \mathrm{\mu m}.$$

This is slightly longer than for the same concentration of salt. The added hydrogen ions push the dissociation of water back, so $S$ is $2.02\times10^{-3}\ \mathrm{mol/m^3}$ with acid, against $2.20\times10^{-3}\ \mathrm{mol/m^3}$ with salt. Both lengths lie well below the pure-water limit.

## What the Debye length does and does not say

### A strongly charged wall

The exponential law was derived for small potentials. For a larger wall potential in pure water, return to $y''=\sinh y/\lambda_w^2$ and multiply by $2y'$:

$$\frac{d}{dx}(y')^2=\frac{2}{\lambda_w^2}\frac{d}{dx}\cosh y .$$

Integrate from $x$ to the distant water, where $y=y'=0$, and use $\cosh y-1=2\sinh^2(y/2)$:

$$(y')^2=\frac{2}{\lambda_w^2}(\cosh y-1)=\frac{4}{\lambda_w^2}\sinh^2\frac y2 .$$

For a positive wall the potential falls with distance, so the negative root applies, $y'=-(2/\lambda_w)\sinh(y/2)$. Now differentiate the logarithm of $\tanh(y/4)$:

$$\frac{d}{dx}\ln\tanh\frac y4=\frac{y'}{4\sinh(y/4)\cosh(y/4)}
=\frac{y'}{2\sinh(y/2)}=-\frac1{\lambda_w}.$$

Integrating from the wall,

$$\tanh\frac y4=\tanh\frac{y_0}{4}\;e^{-x/\lambda_w}.$$

Far away $y$ is small and $\tanh(y/4)\approx y/4$. The tail is therefore $y\approx4\tanh(y_0/4)\,e^{-x/\lambda_w}$: its amplitude depends on the wall in a nonlinear way, but its decay length is still $\lambda_w$. Nearer the wall the fall is steeper. Setting $y=y_0/\mathrm e$, where $\mathrm e$ is the base of natural logarithms, gives the distance at which the potential has fallen to $1/\mathrm e$ of its wall value:

$$x_{1/\mathrm e}=\lambda_w\ln\frac{\tanh(y_0/4)}{\tanh(y_0/4\mathrm e)} .$$

At 100 mV, $y_0=3.892$. The two hyperbolic tangents are 0.750 and 0.343, the logarithm of their ratio is 0.781, and the distance is $0.781\times0.959=0.749$ µm. The numerical solution gives the same distance, and a tail length of 0.959 µm. At 10 mV the $1/\mathrm e$ distance is 0.956 µm, almost the Debye length, as the small-potential limit requires. The Debye length thus describes the tail of the charged layer, not the thickness of every part of it.

### A gap too thin to screen

There is a situation in which pure water does behave almost as if it had no ions. Put it between two like electrodes that carry no charge when $V=0$, placed at $x=\pm L/2$ and held at potentials $\pm V/2$, with a voltage small compared with $k_BT/e$ and no current through the surfaces. By symmetry $\phi=0$ at the midplane, where the two ion densities are equal. Mass action then fixes both at $n_0$, so the linear equation applies with the same $\lambda_w$. Its odd solution with the required boundary values is

$$\phi(x)=\frac V2\,\frac{\sinh(x/\lambda_w)}{\sinh(L/2\lambda_w)} .$$

Differentiate at $x=0$ and divide by $V/L$, the field that an ion-free dielectric would have. With $s=L/(2\lambda_w)$, the ratio of field magnitudes is

$$\frac{|\phi'(0)|}{V/L}=\frac{L}{2\lambda_w\sinh s}=\frac{s}{\sinh s}.$$

For a thin gap, $s\ll1$, the ratio is approximately $1-s^2/6$. For a thick gap, $s\gg1$, it is approximately $2s\,e^{-s}$, and the middle is screened.

With 10 mV across the gap, the full nonlinear equation gives ratios of 0.9995 for 0.1 µm, 0.956 for 1 µm and 0.057 for 10 µm. The formula agrees; for the widest gap, $s=10/(2\times0.959)=5.21$, and $2s\,e^{-s}=0.057$. These ratios require walls that are uncharged at zero voltage. Walls that carry their own charge of like sign, as oxides do, fill a thin gap with counter-ions: a charge $\sigma$ of $0.5\ \mathrm{mC/m^2}$ on each wall of a 0.1 µm gap needs a mean density of $2\sigma/(eL)\approx6\times10^{22}\ \mathrm{m^{-3}}$, about a thousand times $n_0$, and the formula no longer applies. Between uncharged walls, a measurement across 0.1 µm would hardly notice the ions. It would show that the gap is much thinner than the screening length, not that the screening length is infinite.

### How far the result can be trusted

Poisson's equation was given a smooth average charge density, although ions are discrete. This is reasonable if a sphere of radius $\lambda_w$ contains many ions. Using $2n_0=1/(4\pi l_B\lambda_w^2)$, their number is

$$N=\frac{4\pi}{3}\lambda_w^3(2n_0)=\frac{\lambda_w}{3l_B}.$$

The ratio $l_B/\lambda_w$ is $7.49\times10^{-4}$, so $N=1/(3\times7.49\times10^{-4})=445$. The average is meaningful, and the ions interact only weakly at their typical separations. The dilution that makes the screening length long also makes the mean-field description good. Very close to a strongly charged wall, where ions crowd together and their size matters, the point-ion model can fail.

The result depends only weakly on the value of $K_w$. Since $\lambda_w\propto K_w^{-1/4}$, doubling $K_w$ multiplies the length by $2^{-1/4}=0.841$ and gives 0.806 µm. A change of temperature alters $K_w$, $\varepsilon$ and $k_BT$ together, so the upper limit must be evaluated afresh at each temperature. $K_w$ changes strongly with temperature, and with tabulated values of $K_w$ and $\varepsilon_r$ the limit is about 1.06 µm at 20 °C and about 0.54 µm at 60 °C.

For the wafer in its rinse, the potential of the surface therefore has a tail with a decay length of at most about one micrometre at 25 °C. The limit is approached only in water kept from air: dissolved carbon dioxide brings water in equilibrium with air to a pH near 5.6, or $c_{\mathrm H}\approx2.5\times10^{-3}\ \mathrm{mol/m^3}$, and the acid formula then gives about 0.19 µm. One micrometre is long compared with the 0.0096 µm found in salt water at $1\ \mathrm{mol/m^3}$, and it can matter for charged particles approaching the surface, but it is finite. The main values are collected in the numerical output below.

## Computed results

```
temperature: 298.15 K
relative permittivity (input): 78
ion product Kw (input): 1.0e-08 mol^2/m^6
thermal voltage kB*T/e: 25.69 mV
H+ concentration in pure water: 1.000e-04 mol/m^3
number density of each ion: 6.022e+19 1/m^3
Debye length of pure water: 0.959 um = 959 nm
Bjerrum length: 0.719 nm
Bjerrum length / Debye length: 7.49e-04
ions in a sphere of radius one Debye length: 445
wall 10 mV: reduced wall potential 0.389
wall 10 mV: numerical tail length 0.959 um
wall 10 mV: 1/e distance 0.956 um
wall 100 mV: reduced wall potential 3.892
wall 100 mV: numerical tail length 0.959 um
wall 100 mV: 1/e distance 0.749 um
voltage across each gap: 10 mV
gap 0.1 um: midplane field / (V/L) = 0.9995
gap 1.0 um: midplane field / (V/L) = 0.9560
gap 10.0 um: midplane field / (V/L) = 0.0567
1:1 salt 1e-04 mol/m^3: Debye length 0.6781 um
1:1 salt 1e-03 mol/m^3: Debye length 0.2891 um
1:1 salt 1e+00 mol/m^3: Debye length 0.0096 um
strong acid 1e-03 mol/m^3: H+ 1.010e-03 mol/m^3
strong acid 1e-03 mol/m^3: Debye length 0.3017 um
random ion mixtures tried: 500
longest Debye length among them / pure water: 0.9973
Debye length if Kw were doubled: 0.806 um
concentration of each ion for 1 mm: 9.20e-11 mol/m^3
pure water holds more by a factor: 1.09e+06
```
